# Fan and Debye-Waller Band Shifts from Two Derivations, part 1

(Sections cited here and not found follow in the second part.)

## First half: symmetry and the electron–phonon derivation

### What symmetry fixes

Let an electron level $\varepsilon$ depend on the nuclear positions, and let $u_i$ be the small displacements of the nuclei from equilibrium. The index $i=(l\kappa\alpha)$ stands for the cell $l$, the atom $\kappa$ in the cell and the Cartesian direction $\alpha$. Harmonic nuclei are as likely to be found at $-u$ as at $u$, so a shift linear in $u$ has zero mean. If the nuclei are slow enough for the level to follow them, the leading thermal shift must have the form

$$
\Delta\varepsilon=\frac12\sum_{ij}C_{ij}\langle u_iu_j\rangle ,\qquad C_{ij}=\frac{\partial^2\varepsilon}{\partial R_i\partial R_j}. \tag{1}
$$

The coefficients are energies per squared length. They are not free. Moving all nuclei together by the same vector changes no level, and it does not change the derivative $\partial\varepsilon/\partial R_i$ either. Therefore

$$
\sum_{l'\kappa'}C_{l\kappa\alpha,\,l'\kappa'\beta}=0 . \tag{2}
$$

There are two sources of $C$. The first derivative of the potential can act twice, which gives the Fan term. The second derivative can act once, which gives the Debye-Waller term. If each ion carries its own potential rigidly with it, the second derivative vanishes unless both displacements belong to the same nucleus. Equation (2) then fixes the Debye-Waller coefficient of each nucleus in terms of Fan coefficients. Symmetry thus determines the structure of the answer; the derivations must supply the matrix elements, the factors and the conditions.

### The model and its phonons

Hartree atomic units are used, so $\hbar$, the electron mass and the elementary charge are one. A single electron moves in an otherwise empty band, in a periodic box of $N$ cells:

$$
H=\frac{p^2}{2}+V,\qquad V=\sum_{l\kappa}v_\kappa(\mathbf r-\mathbf R_{l\kappa}). \tag{3}
$$

The Bloch states $|n\mathbf k\rangle$, with energies $\varepsilon_{n\mathbf k}$, are normalized over the box. The level of interest is nondegenerate in the box. Since $H$ is real, $\varepsilon_{n\mathbf k}=\varepsilon_{n,-\mathbf k}$, so this requires $-\mathbf k$ to equal $\mathbf k$ up to a reciprocal lattice vector, as at the zone centre. At any other $\mathbf k$ the static sum (13) below has a vanishing denominator at $\mathbf q=-2\mathbf k$. The identity (20) involves only states of wavevector $\mathbf k$ and needs only that the level be nondegenerate among them. To second order in the displacements, the potential becomes

$$
V+\sum_iA_iu_i+\frac12\sum_{ij}B_{ij}u_iu_j,\qquad
A_i=\frac{\partial V}{\partial R_i},\quad B_{ij}=\frac{\partial^2V}{\partial R_i\partial R_j}. \tag{4}
$$

The nuclei have masses $M_\kappa$ and harmonic modes $\mathbf q\nu$ of frequency $\omega_{\mathbf q\nu}$. The polarization vectors obey $\sum_{\kappa\alpha}|e_{\kappa\alpha,\nu}(\mathbf q)|^2=1$. With $\mathbf R_l$ the origin of cell $l$,

$$
u_{l\kappa\alpha}=\sum_{\mathbf q\nu}\frac{e_{\kappa\alpha,\nu}(\mathbf q)\,e^{i\mathbf q\cdot\mathbf R_l}}{\sqrt{2NM_\kappa\omega_{\mathbf q\nu}}}\left(a_{\mathbf q\nu}+a^\dagger_{-\mathbf q\nu}\right). \tag{5}
$$

The choice $e(-\mathbf q)=e^*(\mathbf q)$ makes $u$ Hermitian. The three modes with $\omega=0$ at $\mathbf q=0$ are uniform translations. They are omitted from all phonon sums by holding the nuclear centre of mass fixed; a uniform translation has no effect on the level.

Inserting (5) into the linear term of (4) collects the derivatives into the operators

$$
\partial_{\kappa\alpha,\mathbf q}V=\sum_le^{i\mathbf q\cdot\mathbf R_l}A_{l\kappa\alpha}. \tag{6}
$$

When $\mathbf r$ is moved by a lattice vector $\mathbf R$, this operator acquires the factor $e^{i\mathbf q\cdot\mathbf R}$, because every term of the sum passes into the term of another cell. Acting on a Bloch state of wavevector $\mathbf k$, it therefore produces states of wavevector $\mathbf k+\mathbf q$. Define

$$
h_{mn,\kappa\alpha}(\mathbf k,\mathbf q)=\langle m,\mathbf k+\mathbf q|\partial_{\kappa\alpha,\mathbf q}V|n\mathbf k\rangle, \tag{7}
$$

$$
g_{mn\nu}(\mathbf k,\mathbf q)=\sum_{\kappa\alpha}\frac{e_{\kappa\alpha,\nu}(\mathbf q)}{\sqrt{2M_\kappa\omega_{\mathbf q\nu}}}\,h_{mn,\kappa\alpha}(\mathbf k,\mathbf q). \tag{8}
$$

The element $h$ is a force and $g$ is an energy. The linear coupling takes the electron from $n\mathbf k$ to $m,\mathbf k+\mathbf q$ with amplitude $N^{-1/2}g_{mn\nu}$, multiplied by $a_{\mathbf q\nu}+a^\dagger_{-\mathbf q\nu}$.

### Perturbation theory for electron and phonons together

Count each displacement as one power of a small parameter $\eta$. The Hamiltonian is $H_0+\eta H_1+\eta^2H_2$, where $H_0$ contains the electron in the undisplaced crystal and the free phonons, while $H_1$ and $H_2$ are the linear and quadratic terms of (4). Start from $\Phi_0$, a product of $|n\mathbf k\rangle$ and a state of definite phonon numbers, with energy $E_0$. Write $\Phi=\Phi_0+\eta\Phi_1+\eta^2\Phi_2$ and $E=E_0+\eta E_1+\eta^2E_2$, with $\Phi_1$ orthogonal to $\Phi_0$. Since $H_1$ changes a phonon number by one, $E_1=\langle\Phi_0|H_1|\Phi_0\rangle=0$. The terms of first order in $\eta$ give

$$
(E_0-H_0)\Phi_1=H_1\Phi_0
\quad\Rightarrow\quad
\Phi_1=\sum_{X\ne0}|X\rangle\frac{\langle X|H_1|\Phi_0\rangle}{E_0-E_X}. \tag{9}
$$

Projecting the terms of second order onto $\Phi_0$ removes $\Phi_2$, because $\langle\Phi_0|(H_0-E_0)=0$. What remains is

$$
E_2=\langle\Phi_0|H_2|\Phi_0\rangle+\sum_{X\ne0}\frac{|\langle X|H_1|\Phi_0\rangle|^2}{E_0-E_X}. \tag{10}
$$

Different sets of phonon numbers can have the same total energy, and second-order processes can mix them. They carry equal Boltzmann weights, however, so the thermal mean needs only the sum of the shifts over such a set. This sum is the trace of the second-order matrix, hence the sum of the diagonal elements (10). The mean is taken with the weights of the unperturbed phonons. Resonances, where a state with the electron in another level has the same total energy $E_0$, are assumed absent in the finite box.

**The Fan term.** For given $\mathbf q$, $\nu$ and $m$ there are two intermediate states. In one, a phonon $\mathbf q\nu$ has been absorbed: the squared matrix element of $a_{\mathbf q\nu}$ is $n_{\mathbf q\nu}$, and the energy denominator is $\Delta+\omega$, where

$$
\Delta=\varepsilon_{n\mathbf k}-\varepsilon_{m,\mathbf k+\mathbf q}.
$$

In the other, a phonon $-\mathbf q\nu$ has been emitted: the squared element is $n_{-\mathbf q\nu}+1$, and the denominator is $\Delta-\omega$. The phonon states differ, so the amplitudes do not interfere. Both expressions are linear in the phonon number, so thermal averaging replaces it by $n_{\mathbf q\nu}=1/(e^{\omega_{\mathbf q\nu}/k_BT}-1)$, which is the same for $\mathbf q$ and $-\mathbf q$:

$$
\Delta\varepsilon^{\rm F}_{\rm dyn}=\frac1N\sum_{\mathbf q\nu m}|g_{mn\nu}(\mathbf k,\mathbf q)|^2\left[\frac{n_{\mathbf q\nu}}{\Delta+\omega_{\mathbf q\nu}}+\frac{n_{\mathbf q\nu}+1}{\Delta-\omega_{\mathbf q\nu}}\right]. \tag{11}
$$

The term with $\mathbf q=0$ and $m=n$ has $\Delta=0$. Its bracket is $n/\omega-(n+1)/\omega=-1/\omega$, so each mode contributes $-|g_{nn\nu}|^2/(N\omega)$. This is the energy gained when the nuclei relax in the steady force of the electron. It does not depend on temperature, and it is set apart from the band shift below. It vanishes for a nondegenerate level at the zone centre $\Gamma$ if every nucleus is a centre of inversion, because the electron density is then even about each nucleus and exerts no force on it.

Equation (11), with the relaxation and the quadratic term included, was tested against diagonalization of a three-level electron coupled to one oscillator at $k_BT=\omega$. The mean shift divided by the squared coupling parameter is $-0.703597$ Ha from diagonalization and $-0.703598$ Ha from second-order theory.

**The static limit.** Put the bracket of (11) over a common denominator:

$$
\frac{n(\Delta-\omega)+(n+1)(\Delta+\omega)}{\Delta^2-\omega^2}
=\frac{(2n+1)\Delta+\omega}{\Delta^2-\omega^2}. \tag{12}
$$

When $\omega\ll|\Delta|$ this tends to $(2n+1)/\Delta$. Leaving out the state itself, one finds

$$
\Delta\varepsilon^{\rm F}=\frac1N\sum_{\mathbf q\nu}(2n_{\mathbf q\nu}+1){\sum_m}'\frac{|g_{mn\nu}(\mathbf k,\mathbf q)|^2}{\varepsilon_{n\mathbf k}-\varepsilon_{m,\mathbf k+\mathbf q}}. \tag{13}
$$

The prime excludes $m=n$ at $\mathbf q=0$. States above the level push it down and states below push it up. At zero temperature $n=0$, and the first correction to $1/\Delta$ is $+\omega/\Delta^2$. For the lowest level of the box, where every $\Delta$ is negative, a finite phonon energy therefore weakens the downward shift at zero temperature. At higher temperatures (12) gives the opposite change for terms with $\omega<|\Delta|<(2n+1)\omega$.

**The Debye-Waller term.** The first term of (10) needs the mean of two displacements. For rigid ions these belong to the same nucleus. Write the second displacement as its own Hermitian conjugate. The only products of phonon operators with a nonzero mean then give

$$
\langle(a_{\mathbf q\nu}+a^\dagger_{-\mathbf q\nu})(a^\dagger_{\mathbf q\nu}+a_{-\mathbf q\nu})\rangle=(n_{\mathbf q\nu}+1)+n_{-\mathbf q\nu}=2n_{\mathbf q\nu}+1,
$$

and hence

$$
U_{\kappa,\alpha\beta}\equiv\langle u_{l\kappa\alpha}u_{l\kappa\beta}\rangle
=\frac1N\sum_{\mathbf q\nu}\frac{2n_{\mathbf q\nu}+1}{2M_\kappa\omega_{\mathbf q\nu}}\,{\rm Re}\,(e_{\kappa\alpha,\nu}e^*_{\kappa\beta,\nu}). \tag{14}
$$

The imaginary parts cancel between $\mathbf q$ and $-\mathbf q$. Since $U$ is the same in every cell, the second derivatives can be summed over the cells first:

$$
\Delta\varepsilon^{\rm DW}=\frac12\sum_{\kappa\alpha\beta}U_{\kappa,\alpha\beta}\,d_{\kappa,\alpha\beta},\qquad
d_{\kappa,\alpha\beta}=\langle n\mathbf k|\sum_lB_{l\kappa\alpha,l\kappa\beta}|n\mathbf k\rangle. \tag{15}
$$

### Translation as a commutator

For a rigid ion, $\partial v_\kappa(\mathbf r-\mathbf R)/\partial R_\beta=-\partial v_\kappa/\partial r_\beta$. Summing over all ions, and using $[p_\beta,V]=-i\,\partial V/\partial r_\beta$ and $[p_\beta,p^2]=0$, gives

$$
\sum_{l\kappa}A_{l\kappa\beta}=-\frac{\partial V}{\partial r_\beta}=-i[p_\beta,V]=-i[p_\beta,H]. \tag{16}
$$

Take the element between $m\mathbf k$ and $n\mathbf k$. In $p_\beta H-Hp_\beta$ the first $H$ acts on $n$ and the second on $m$, so

$$
\sum_\kappa h_{mn,\kappa\beta}(\mathbf k,0)=-i(\varepsilon_{n\mathbf k}-\varepsilon_{m\mathbf k})\langle m\mathbf k|p_\beta|n\mathbf k\rangle. \tag{17}
$$

Now form the sum that would appear in a Fan term at $\mathbf q=0$ with one displacement on sublattice $\kappa$ and the other on all sublattices:

$$
S_{\kappa,\alpha\beta}=\sum_{m\ne n}\frac{h^*_{mn,\kappa\alpha}(\mathbf k,0)\sum_{\kappa'}h_{mn,\kappa'\beta}(\mathbf k,0)}{\varepsilon_{n\mathbf k}-\varepsilon_{m\mathbf k}}. \tag{18}
$$

By (17) the denominator cancels. Let $\mathcal A_{\kappa\alpha}=\sum_lA_{l\kappa\alpha}$, which is Hermitian, so that $h^*_{mn,\kappa\alpha}=\langle n|\mathcal A_{\kappa\alpha}|m\rangle$. Then

$$
S_{\kappa,\alpha\beta}=-i\sum_{m\ne n}\langle n|\mathcal A_{\kappa\alpha}|m\rangle\langle m|p_\beta|n\rangle .
$$

The missing term $m=n$ would be $-i$ times a product of two real expectation values. It is imaginary and may be added without changing ${\rm Re}\,S$. The states at wavevector $\mathbf k$ then form a complete set, and half the sum of the expression and its conjugate is

$$
{\rm Re}\,S_{\kappa,\alpha\beta}=\frac12\langle n|-i\mathcal A_{\kappa\alpha}p_\beta+ip_\beta\mathcal A_{\kappa\alpha}|n\rangle
=-\frac i2\langle n|[\mathcal A_{\kappa\alpha},p_\beta]|n\rangle. \tag{19}
$$

Since $[\mathcal A_{\kappa\alpha},p_\beta]=i\,\partial\mathcal A_{\kappa\alpha}/\partial r_\beta$, this equals $\frac12\langle\partial\mathcal A_{\kappa\alpha}/\partial r_\beta\rangle$. For rigid ions an electron derivative is minus a nuclear one, so the result is $-\frac12d_{\kappa,\alpha\beta}$. Therefore

$$
d_{\kappa,\alpha\beta}=-2\,{\rm Re}\sum_{m\ne n}\frac{h^*_{mn,\kappa\alpha}(\mathbf k,0)\sum_{\kappa'}h_{mn,\kappa'\beta}(\mathbf k,0)}{\varepsilon_{n\mathbf k}-\varepsilon_{m\mathbf k}}. \tag{20}
$$

Equations (13), (15) and (20) are the static result. No second derivative of the potential has to be evaluated. The price is a sum over a complete set of states: completeness was used in (19), and a truncated set of bands spoils the identity. A finite plane-wave basis does not, provided all its eigenstates are kept, because the projection onto plane waves commutes with $p_\beta$ and every commutator survives inside the basis.

Equation (20) was tested for all Cartesian components, in a crystal without special atomic positions, at a general $\mathbf k$ and for the two lowest bands. The two sides agree to about $10^{-15}$ Ha/bohr².

## Second half: the frozen-nuclei derivation and the comparison

### Symbols and results carried over

The electron level $\varepsilon_{n\mathbf k}$ belongs to a box of $N$ cells. $A_i$ and $B_{ij}$ are the first and second derivatives of the potential $V$ with respect to nuclear coordinates $i=(l\kappa\alpha)$, where $l$ is the cell, $\kappa$ the atom and $\alpha$ the direction. $h_{mn,\kappa\alpha}(\mathbf k,\mathbf q)$ is the matrix element of $\sum_le^{i\mathbf q\cdot\mathbf R_l}A_{l\kappa\alpha}$ from $n\mathbf k$ to $m,\mathbf k+\mathbf q$. Weighting it with $e_{\kappa\alpha,\nu}/\sqrt{2M_\kappa\omega_{\mathbf q\nu}}$ and summing over $\kappa\alpha$ gives the phonon coupling $g_{mn\nu}$. The phonon occupation is $n_{\mathbf q\nu}$, and $U_{\kappa,\alpha\beta}$ is the mean product of two displacements of one nucleus.

The first derivation treated electron and phonons as one quantum system. For phonon energies small against electronic denominators it gave the Fan shift (13), the Debye-Waller shift $\frac12\sum Ud$ of (15), and the rigid-ion formula (20) for $d$. The same three results are now obtained without phonon operators in the electron problem.

Perturbation theory for electron and phonons together has given the static Fan and Debye-Waller shifts, with the rigid-ion Debye-Waller coefficient expressed through first derivatives of the potential. It remains to derive the same results from the level at fixed nuclear positions, to compare the assumptions of the two derivations, and to evaluate the shifts for a model crystal.
